# Tagless forward walking in diffusion Monte Carlo: bias, variance and settings: a program that tests the result

```python
# Tagless forward walking in DMC. Walkers carry P, copied at branching; P += A for M
# steps, then only copied for L steps; estimator = sum(P)/(M*N_final).
# Tested: it equals tagged descendant weighting; bias = sum_n (c_n/c_0) A_0n exp(-gap*tau);
# N*Var grows with slope gamma*sigma2*F_M; survival ~ 2/(gamma*tau); optimal forward time.
# Units hbar=m=omega=1 (length l, time 1/omega). H=p^2/2+x^2/2, psiT=exp(-al x^2/2), A=x^2.
# K=T*w mean kernel, Q=T*E[n(n-1)], f=psiT*phi0, h=phi0/psiT, m1,m2 progeny moments,
# phi0=exp(-kap x^2/2) top eigenvector at time step dt, r = eigenvalue ratio (n=2)/(n=0).
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.special import erf

rng = np.random.default_rng(2718)
al, dt, M, PRE, NS = 0.5, 0.1, 10, 20, 4.5   # NS: allowed standard errors
x = np.linspace(-6, 6, 301); dx = x[1] - x[0]; A = x**2
qfun = lambda w: np.floor(w) * (2 * w - np.floor(w) - 1)

u = (np.arange(100000) + 0.5) / 100000
for wv in (0.3, 1.25, 2.7):
    n = np.floor(wv + u)
    assert abs(n.mean() - wv) < 1e-4 and abs((n * (n - 1)).mean() - qfun(wv)) < 1e-4

def model(d):
    c = np.exp(-al * d); s2 = (1 - c * c) / (2 * al)
    a = al * (1 + c * c) / (2 * (1 - c * c)) + d * (1 - al**2) / 4
    b = 2 * al * c / (1 - c * c); kap = np.sqrt(4 * a * a - b * b)
    r = (b / (2 * a + kap))**2
    ET = -np.log(np.sqrt(al / (1 - c * c) / (a + kap / 2)) * np.exp(-al * d / 2)) / d
    EL = al / 2 + (1 - al**2) * A / 2
    T = np.exp(-(x[None] - c * x[:, None])**2 / (2 * s2)) / np.sqrt(2 * np.pi * s2) * dx
    w = np.exp(-d * ((EL[:, None] + EL[None]) / 2 - ET))
    psi = np.exp(-al * A / 2)
    S = psi[:, None] * T * w / psi[None]
    assert np.abs(S - S.T).max() < 1e-12 and w.max() < 2
    ev, U = np.linalg.eigh((S + S.T) / 2)
    assert abs(ev[-1] - 1) < 1e-9 and abs(ev[-3] - r) < 1e-9
    phi = np.abs(U[:, -1]); f = psi * phi; f /= f.sum(); h = phi / psi; h /= f @ h
    assert abs(f @ (h * A) - 1 / (2 * kap)) < 1e-9
    S2 = S * w
    wrate = np.log(np.linalg.eigvalsh((S2 + S2.T) / 2)[-1]) / d
    Q = T * qfun(w)
    return dict(c=c, s=np.sqrt(s2), kap=kap, r=r, ET=ET, K=T * w, Q=Q, f=f, h=h,
                gam=f @ (Q @ h**2) / d, wrate=wrate)

mo = model(dt)
K, Q, f, h, kap, r, ET, gam = (mo[k] for k in ("K", "Q", "f", "h", "kap", "r", "ET", "gam"))
g = (kap - al) / (kap + al); pure = 1 / (2 * kap); sig2 = 1 / (2 * kap**2)
gap = -np.log(r) / dt
B = g * pure * (1 - r**M) / (M * (1 - r))
snap_mean = lambda k: pure * (1 + g * r**k)
block_mean = lambda L: pure + B * r**L
jj = np.arange(M); FM = (r**np.abs(jj[:, None] - jj[None])).sum() / M**2
print(f"input: alpha={al}, dt={dt} (1/omega), M={M}, equilibration steps={PRE}")
print(f"kappa={kap:.6f} (1/l^2), r={r:.6f}, gap={gap:.6f}, E_T={ET:.6f} (hbar omega)")
print(f"g={g:.6f}, mixed={snap_mean(0):.6f}, pure={pure:.6f} (l^2), sigma2={sig2:.6f} (l^4)")
print(f"snapshot amplitude b={g*pure:.6f}, block amplitude B={B:.6f} (l^2), F_M={FM:.6f}")

# continuum limits
m_a, m_b = model(0.025), model(0.0125)
x0 = 1 / np.sqrt(1 + al); be = (3 - al) / 2; Ch = np.sqrt(2 / (1 + al))
I0 = np.sqrt(np.pi / be) * erf(np.sqrt(be) * x0)
I2 = (I0 - 2 * x0 * np.exp(-be * x0**2)) / (2 * be)
gam_c = (1 - al) * Ch / np.sqrt(np.pi) * (I0 - (1 + al) * I2)
integrand = lambda y: (np.sqrt((1 + al) / (2 * np.pi)) * np.exp(-(1 + al) * y * y / 2)
                       * Ch**2 * np.exp(-(1 - al) * y * y)
                       * 2 * max(0.5 - al / 2 - (1 - al**2) * y * y / 2, 0.0))
assert abs(quad(integrand, -3, 3, points=[-x0, x0])[0] - gam_c) < 1e-8
gam_x = 2 * m_b["gam"] - m_a["gam"]
assert abs(gam_x / gam_c - 1) < 3e-3
assert abs(m_b["kap"] - 1) < 1e-4 and abs(-np.log(m_b["r"]) / 0.0125 - 2) < 2e-4
wr_c = 1 - (np.sqrt(2 - al**2) + al) / 2
assert abs(m_b["wrate"] - wr_c) < 1e-4
print(f"gamma (omega): dt=0.1 {gam:.5f}, extrapolated dt->0 {gam_x:.5f}, closed form {gam_c:.5f}")
print(f"  pieces: x0={x0:.5f} (l), beta={be:.3f}, C={Ch:.5f}, I0={I0:.5f}, I2={I2:.5f}")
print(f"weights-only growth rate (omega): grid dt=0.0125 {m_b['wrate']:.5f}, closed {wr_c:.5f}")

# spectral bias formula on V=x^2/2+x^4/4, psiT=exp(-x^2/2), against the backward equation
nb = 60; X = np.diag(np.sqrt(np.arange(1, 100) / 2), 1); X = X + X.T; X2 = X @ X
E, U = np.linalg.eigh(np.diag(np.arange(nb) + 0.5) + 0.25 * (X2 @ X2)[:nb, :nb])
A0n = U[:, 0] @ X2[:nb, :nb] @ U
spec = lambda t: np.sum(U[0] * A0n * np.exp(-(E - E[0]) * t)) / U[0, 0]
y = np.linspace(-5, 5, 251); dy = y[1] - y[0]
H = np.zeros((nb, y.size)); H[0] = np.pi**-0.25 * np.exp(-y * y / 2); H[1] = np.sqrt(2) * y * H[0]
for k in range(2, nb):
    H[k] = np.sqrt(2 / k) * y * H[k - 1] - np.sqrt((k - 1) / k) * H[k - 2]
fq = H[0] * (U[:, 0] @ H)
ey = lambda k: np.eye(y.size, k=k)
D1 = (ey(-2) - 8 * ey(-1) + 8 * ey(1) - ey(2)) / (12 * dy)
D2 = (-ey(-2) + 16 * ey(-1) - 30 * ey(0) + 16 * ey(1) - ey(2)) / (12 * dy**2)
G = expm(0.5 * (0.5 * D2 - y[:, None] * D1 - np.diag(0.5 + 0.25 * y**4 - E[0])))
W = np.ones(y.size); pde = []
for k in range(4):
    pde.append(fq @ (y * y * W) / (fq @ W))
    assert abs(pde[-1] - spec(0.5 * k)) < 2e-5
    print(f"quartic tau={0.5*k:.1f}: backward eq {pde[-1]:.6f}, spectral {spec(0.5*k):.6f} (l^2)")
    W = G @ W
rate = np.log((pde[2] - A0n[0]) / (pde[3] - A0n[0])) / 0.5
assert abs(rate / (E[2] - E[0]) - 1) < 0.02
print(f"quartic: pure={A0n[0]:.6f} (l^2), decay rate={rate:.4f}, E2-E0={E[2]-E[0]:.4f} (hbar omega)")

# exact moment recursions on the grid
m1 = [np.ones(x.size)]; m2 = [np.ones(x.size)]
for k in range(151):
    m2.append(K @ m2[-1] + Q @ m1[-1]**2); m1.append(K @ m1[-1])
assert f @ np.abs(m1[150] - h) < 1e-8
assert f @ np.abs(m2[151] - m2[150] - gam * dt * h) < 1e-8
for k in (0, 3, 10, 40):
    assert abs(f @ (A * m1[k]) / (f @ m1[k]) - snap_mean(k)) < 1e-8
snap_var = lambda k: f @ ((A - snap_mean(k))**2 * m2[k])
assert abs((snap_var(151) - snap_var(150)) / (gam * dt * sig2) - 1) < 1e-6

def block(L, pre):
    a1, a2 = m1[L], m2[L]; s1 = c = s2 = np.zeros(x.size)
    for j in range(M + pre):
        a = (A - block_mean(L)) * (1.0 if j < M else 0.0)
        s1p = a * a1 + s1; cp = a * a2 + c; s2p = a * a * a2 + 2 * a * c + s2
        s1, c, s2 = K @ s1p, K @ cp + Q @ (a1 * s1p), K @ s2p + Q @ s1p**2
        a1, a2 = K @ a1, K @ a2 + Q @ a1**2
    assert abs(f @ s1) / M < 1e-8
    return f @ s2 / M**2, f @ c / M

slope = gam * sig2 * FM
vA, vB = block(150, PRE)[0], block(151, PRE)[0]
assert abs((vB - vA) / dt / slope - 1) < 1e-6
v0 = vA - slope * 150 * dt
print(f"slopes (l^4 omega): snapshot {gam*sig2:.5f}, block s={slope:.5f}; block intercept v0={v0:.5f} (l^4)")
p = np.ones(x.size); surv = {0: 1.0}
for k in range(1, 20001):
    p = K @ p - 0.5 * (Q @ p**2)
    if k <= 70 or k in (15000, 20000):
        surv[k] = f @ p
dinv = (1 / surv[20000] - 1 / surv[15000]) / (5000 * dt)
assert abs(dinv / (gam / 2) - 1) < 0.02
print(f"d(1/survival)/dtau at tau 1500-2000: {dinv:.5f}, gamma/2={gam/2:.5f} (omega)")

# branching random walks
def step(z, et):
    zn = mo["c"] * z + mo["s"] * rng.standard_normal(z.size)
    w = np.exp(-dt * (al / 2 + (1 - al**2) * (z * z + zn * zn) / 4 - et))
    par = np.repeat(np.arange(z.size), np.floor(w + rng.random(z.size)).astype(np.int64))
    return zn[par], par
start = lambda n: rng.standard_normal(n) / np.sqrt(al + kap)
se = lambda v: v.std() / np.sqrt(v.size)

z = start(500); P = np.zeros(500); hist = []
for t in range(1, 41):
    n_old = z.size; z, par = step(z, ET); P = P[par]
    if t <= M:
        P = P + z * z
    hist.append((z, par, n_old))
cnt = np.ones(z.size); tagged = 0.0
for t in range(40, 0, -1):
    zt, par, n_old = hist[t - 1]
    assert cnt.sum() == z.size
    if t <= M:
        tagged += (zt * zt) @ cnt
    cnt = np.bincount(par, weights=cnt, minlength=n_old)
assert abs(tagged / P.sum() - 1) < 1e-12
print(f"500 walkers, L=30: tagged {tagged/(M*z.size):.10f}, tagless {P.sum()/(M*z.size):.10f} (l^2)")

NT = 300000
print(f"independent families, {NT} roots; mean (l^2) MC+-se/theory, N*Var (l^4) MC/theory")
z = start(NT); P0 = z * z; P = np.zeros(NT); root = np.arange(NT)
def check(tag, val, mean, var):
    Y = np.bincount(root, weights=val - mean, minlength=NT)
    assert abs(Y.mean()) < NS * se(Y)
    assert abs((Y**2).mean() - var) < NS * se(Y**2) + 2e-3 * var   # 2e-3: grid kink in Q
    print(f"{tag}: {val.mean():.4f}+-{se(Y):.4f}/{mean:.4f}, {(Y**2).mean():.3f}/{var:.3f}")
    return Y
for t in range(71):
    if t:
        z, par = step(z, ET); P0, P, root = P0[par], P[par], root[par]
        if t <= M:
            P += z * z
    if t in (0, 5, 10, 20, 40, 70):
        Y = check(f"snapshot tau={t*dt:.1f}", P0, snap_mean(t), snap_var(t))
        nr = np.bincount(root, minlength=NT); alive = (nr > 0) * 1.0
        assert abs(alive.mean() - surv[t]) <= NS * se(alive) + 1e-3
        if t in (20, 70):
            print(f"  surviving roots: MC {alive.mean():.4f}, recursion {surv[t]:.4f}")
        if t == 20:
            Yg, ng = Y.reshape(-1, 40).sum(1), nr.reshape(-1, 40).sum(1)
            D = Yg / ng - Yg / 40; th = -(f @ ((A - snap_mean(t)) * m2[t])) / 40
            assert abs(D.mean() - th) < NS * se(D) + 0.2 * abs(th)   # 0.2: next order in 1/N
            print(f"  ratio bias N=40: MC {D.mean():.5f}+-{se(D):.5f}, -E[nY]/N {th:.5f} (l^2)")
        if t >= M:
            check(f"block L*dt={(t-M)*dt:.1f}", P / M, block_mean(t - M), block(t - M, 0)[0])

R, N0, tc = 1500, 200, 1.0
print(f"population control: {R} runs, N0={N0}, tau_c={tc} (1/omega); same columns")
z = start(R * N0); rep = np.repeat(np.arange(R), N0); P = np.zeros(z.size)
Nr = np.bincount(rep, minlength=R)
for t in range(1, PRE + M + 61):
    z, par = step(z, (ET - np.log(Nr / N0) / tc)[rep]); rep, P = rep[par], P[par]
    Nr = np.bincount(rep, minlength=R)
    if PRE < t <= PRE + M:
        P += z * z
    L = t - PRE - M
    if L in (0, 10, 30, 60):
        est = np.bincount(rep, weights=P, minlength=R) / (M * Nr)
        var, cov = block(L, PRE); d2 = N0 * (est - est.mean())**2
        assert abs(est.mean() - block_mean(L)) < NS * se(est) + 2 * abs(cov) / N0
        assert abs(d2.mean() - var) < NS * se(d2) + 0.04 * var   # 0.04: order gamma*tau/N0
        print(f"block L*dt={L*dt:.1f}: {est.mean():.4f}+-{se(est):.4f}/{block_mean(L):.4f}, "
              f"{d2.mean():.3f}+-{se(d2):.3f}/{var:.3f}")

# optimal forward time
Nw, nblk = 2000, 50; Ntot = Nw * nblk
bias = lambda L: np.mean([f @ (A * m1[k]) for k in range(L, L + M)]) - f @ (A * h)
res = [block(L, PRE) for L in range(61)]
mse = np.array([bias(L)**2 + res[L][0] / Ntot for L in range(61)])
tstar = np.log(2 * gap * B**2 * Ntot / slope) / (2 * gap); Lb = int(mse.argmin())
assert abs(Lb * dt - tstar) <= dt
print(f"optimum for {Nw} walkers x {nblk} blocks, N_tot={Ntot}")
print(f"2*gap*B^2*N_tot/s={2*gap*B**2*Ntot/slope:.1f}, tau*={tstar:.3f}, best L*dt={Lb*dt:.1f} (1/omega)")
print(f"bias at tau*={np.sqrt(slope/(2*gap*Ntot)):.3e}, ratio bias at N={Nw}: {-res[Lb][1]/Nw:.2e} (l^2)")
for L in (0, 10, 20, Lb, 40, 60):
    print(f"L*dt={L*dt:.1f}: bias {bias(L):.3e}, sd {np.sqrt(res[L][0]/Ntot):.3e}, rms {np.sqrt(mse[L]):.3e} (l^2)")
print("PASS")
```

Output:

```
input: alpha=0.5, dt=0.1 (1/omega), M=10, equilibration steps=20
kappa=1.001015 (1/l^2), r=0.818769, gap=1.999532, E_T=0.499883 (hbar omega)
g=0.333784, mixed=0.666216, pure=0.499493 (l^2), sigma2=0.498986 (l^4)
snapshot amplitude b=0.166723, block amplitude B=0.079539 (l^2), F_M=0.572499
gamma (omega): dt=0.1 0.29117, extrapolated dt->0 0.30460, closed form 0.30463
  pieces: x0=0.81650 (l), beta=1.250, C=1.15470, I0=1.27349, I2=0.22552
weights-only growth rate (omega): grid dt=0.0125 0.08856, closed 0.08856
quartic tau=0.0: backward eq 0.410433, spectral 0.410433 (l^2)
quartic tau=0.5: backward eq 0.366401, spectral 0.366401 (l^2)
quartic tau=1.0: backward eq 0.357310, spectral 0.357310 (l^2)
quartic tau=1.5: backward eq 0.355370, spectral 0.355370 (l^2)
quartic: pure=0.354840 (l^2), decay rate=3.0788, E2-E0=3.0775 (hbar omega)
slopes (l^4 omega): snapshot 0.14529, block s=0.08318; block intercept v0=0.27083 (l^4)
d(1/survival)/dtau at tau 1500-2000: 0.14556, gamma/2=0.14558 (omega)
500 walkers, L=30: tagged 0.5137918577, tagless 0.5137918577 (l^2)
independent families, 300000 roots; mean (l^2) MC+-se/theory, N*Var (l^4) MC/theory
snapshot tau=0.0: 0.6646+-0.0017/0.6662, 0.888/0.888
snapshot tau=0.5: 0.5601+-0.0015/0.5608, 0.658/0.658
snapshot tau=1.0: 0.5213+-0.0014/0.5221, 0.613/0.616
block L*dt=0.0: 0.5777+-0.0012/0.5790, 0.437/0.438
snapshot tau=2.0: 0.5019+-0.0015/0.5025, 0.698/0.700
  surviving roots: MC 0.7909, recursion 0.7901
  ratio bias N=40: MC 0.00141+-0.00018, -E[nY]/N 0.00147 (l^2)
block L*dt=1.0: 0.5093+-0.0011/0.5103, 0.376/0.377
snapshot tau=4.0: 0.4993+-0.0018/0.4995, 0.972/0.980
block L*dt=3.0: 0.4988+-0.0013/0.4997, 0.517/0.519
snapshot tau=7.0: 0.4998+-0.0022/0.4995, 1.403/1.415
  surviving roots: MC 0.5074, recursion 0.5072
block L*dt=6.0: 0.4992+-0.0016/0.4995, 0.774/0.768
population control: 1500 runs, N0=200, tau_c=1.0 (1/omega); same columns
block L*dt=0.0: 0.5777+-0.0012/0.5790, 0.451+-0.017/0.441
block L*dt=1.0: 0.5094+-0.0012/0.5103, 0.400+-0.016/0.379
block L*dt=3.0: 0.4978+-0.0013/0.4997, 0.521+-0.020/0.521
block L*dt=6.0: 0.4984+-0.0016/0.4995, 0.808+-0.032/0.770
optimum for 2000 walkers x 50 blocks, N_tot=100000
2*gap*B^2*N_tot/s=30416.3, tau*=2.581, best L*dt=2.6 (1/omega)
bias at tau*=4.561e-04, ratio bias at N=2000: 5.94e-05 (l^2)
L*dt=0.0: bias 7.954e-02, sd 2.099e-03, rms 7.957e-02 (l^2)
L*dt=1.0: bias 1.077e-02, sd 1.947e-03, rms 1.094e-02 (l^2)
L*dt=2.0: bias 1.458e-03, sd 2.100e-03, rms 2.557e-03 (l^2)
L*dt=2.6: bias 4.393e-04, sd 2.210e-03, rms 2.253e-03 (l^2)
L*dt=4.0: bias 2.673e-05, sd 2.457e-03, rms 2.457e-03 (l^2)
L*dt=6.0: bias 4.901e-07, sd 2.775e-03, rms 2.775e-03 (l^2)
PASS
```
